# Characteristic tunnelling energy of a heavily doped Schottky barrier: test program

```python
# Result under test: the characteristic tunnelling energy of a depleted
# Schottky barrier is E00 = (q*hbar/2)*sqrt(N/(m*eps)), about 37 meV for
# N = 1e20 cm^-3, m = m0, eps = 25*eps0.
# N: net donor charge density / q; m: tunnelling mass; eps: permittivity;
# bending: total band bending (eV); E: energy above the bulk band edge (eV);
# u: distance from the depletion edge towards the metal (nm).
# Energies are in eV and lengths in nm unless a name says otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

q, hbar, m0, eps0 = const.e, const.hbar, const.m_e, const.epsilon_0
KINETIC = hbar**2 / (2 * m0) / q * 1e18      # hbar^2/(2 m0), eV nm^2
K_B = const.k / q                            # eV/K


def e00_formula(n_cm3, mass, eps_r):
    return 0.5 * hbar * np.sqrt(n_cm3 * 1e6 / (mass * m0 * eps_r * eps0))


def charge_curvature(n_cm3, eps_r):
    """Second derivative of the band energy, eV/nm^2."""
    return q * n_cm3 * 1e6 / (eps_r * eps0) * 1e-18


def width_formula(n_cm3, eps_r, bending):
    return np.sqrt(2 * bending / charge_curvature(n_cm3, eps_r))


def poisson_and_action(n_cm3, mass, eps_r, bending, energy):
    """March Poisson's equation and the WKB action to the metal."""
    curv = charge_curvature(n_cm3, eps_r)

    def rhs(u, y):
        kappa = np.sqrt(max(y[0] - energy, 0.0) * mass / KINETIC)
        return [y[1], curv, 2 * kappa]

    def reached(u, y):
        return y[0] - bending
    reached.terminal = True
    sol = solve_ivp(rhs, (0, 200), [0.0, 0.0, 0.0], events=reached,
                    max_step=0.05, rtol=1e-8, atol=1e-10)
    return sol.t_events[0][0], sol.y_events[0][0][1], sol.y_events[0][0][2]


def action_formula(energy, bending, e00):
    e = np.minimum(energy / bending, 1.0)
    return (bending * np.sqrt(1 - e)
            - energy * np.arccosh(1 / np.sqrt(e))) / e00


def action_quadrature(energy, n_cm3, mass, eps_r, bending):
    curv = charge_curvature(n_cm3, eps_r)
    start = np.sqrt(2 * energy / curv)
    end = np.sqrt(2 * bending / curv)
    return quad(lambda u: 2 * np.sqrt(max(curv * u * u / 2 - energy, 0.0)
                                      * mass / KINETIC), start, end)[0]


def oscillator_ground_state(n_cm3, mass, eps_r):
    """Lowest level in the uncut parabola, by finite differences."""
    curv = charge_curvature(n_cm3, eps_r)
    length = (2 * KINETIC / (mass * curv))**0.25
    grid = np.linspace(-8 * length, 8 * length, 2001)
    hop = KINETIC / mass / (grid[1] - grid[0])**2
    return eigh_tridiagonal(2 * hop + curv * grid**2 / 2,
                            -hop * np.ones(grid.size - 1),
                            select='i', select_range=(0, 0))[0][0]


def exact_transmission(energy, n_cm3, eps_r, bending, metal_depth):
    """Schroedinger solution, mass m0 on both sides."""
    curv = charge_curvature(n_cm3, eps_r)
    k_bulk = np.sqrt(energy / KINETIC)
    k_metal = np.sqrt((energy + metal_depth) / KINETIC)
    sol = solve_ivp(
        lambda u, y: [y[1], (curv * u * u / 2 - energy) / KINETIC * y[0]],
        (0, width_formula(n_cm3, eps_r, bending)),
        np.array([1.0, -1j * k_bulk], dtype=complex),
        rtol=1e-9, atol=1e-11)
    incident = (sol.y[0, -1] + 1j * sol.y[1, -1] / k_metal) / 2
    return k_bulk / (k_metal * abs(incident)**2)


N, MASS, EPS_R, BENDING, T = 1e20, 1.0, 25.0, 0.50, 300.0
kT = K_B * T
e00 = e00_formula(N, MASS, EPS_R)
assert abs(e00 * 1e3 - 37) < 0.5

# Prefactor, powers of N, m, eps, and energy dependence of the exponent
for n_i, m_i, eps_i, b_i in [(N, MASS, EPS_R, BENDING),
                             (1e19, 0.3, 10.0, 0.8),
                             (3e20, 0.5, 40.0, 0.3)]:
    e_i = e00_formula(n_i, m_i, eps_i)
    ground = oscillator_ground_state(n_i, m_i, eps_i)
    assert abs(ground / e_i - 1) < 1e-4      # finite-difference error
    w_num, f_num, s_num = poisson_and_action(n_i, m_i, eps_i, b_i, 0.0)
    assert abs(w_num / width_formula(n_i, eps_i, b_i) - 1) < 1e-4
    assert abs(f_num * w_num / (2 * b_i) - 1) < 1e-4
    assert abs(s_num * e_i / b_i - 1) < 1e-4
    for part in (0.1, 0.4, 0.8):
        s_num = poisson_and_action(n_i, m_i, eps_i, b_i, part * b_i)[2]
        assert abs(s_num / action_formula(part * b_i, b_i, e_i) - 1) < 1e-3


def thermal_energies(n_cm3, temperature):
    """Formulas for E0 and the dominant energy, tested by minimization."""
    e_n, kt = e00_formula(n_cm3, MASS, EPS_R), K_B * temperature
    e0 = e_n / np.tanh(e_n / kt)
    peak = BENDING / np.cosh(e_n / kt)**2
    best = minimize_scalar(
        lambda en: action_quadrature(en, n_cm3, MASS, EPS_R, BENDING)
        + en / kt, bounds=(1e-6, BENDING - 1e-6), method='bounded',
        options={'xatol': 1e-8})
    assert abs(best.x / peak - 1) < 2e-3
    assert abs(best.fun * e0 / BENDING - 1) < 1e-5
    return e0, peak


e0, e_peak = thermal_energies(N, T)
e0_hot, _ = thermal_energies(N, 358.0)
N_LOW = 1e19
e0_low, _ = thermal_energies(N_LOW, T)
switch_ratio = np.exp(BENDING / e0_low - BENDING / e0)

# WKB exponential against the full wave solution
METAL_DEPTH = 5.0
s_peak = action_formula(e_peak, BENDING, e00)
t_wkb = np.exp(-s_peak)
t_exact = exact_transmission(e_peak, N, EPS_R, BENDING, METAL_DEPTH)
assert abs(np.log(t_exact / t_wkb)) < 0.5    # WKB omits a prefactor

# Fermi energy at temperature T for a parabolic band
n_c = 2 * (MASS * m0 * kT * q / (2 * np.pi * hbar**2))**1.5 * 1e-6


def band_density(eta):
    return n_c * 2 / np.sqrt(np.pi) * quad(
        lambda t: np.sqrt(t) * expit(eta - t), 0, max(eta, 0) + 50)[0]


e_fermi = kT * brentq(lambda eta: band_density(eta) - N, -5, 20)
e_fermi_zero = KINETIC / MASS * (3 * np.pi**2 * N * 1e-21)**(2 / 3)


def slope_energy(fermi_statistics):
    """-1/(d ln J / d bending) from the energy-integrated current."""
    log_j = []
    for b in (BENDING - 0.01, BENDING + 0.01):
        en = np.linspace(1e-6, b + 1.0, 40001)
        if fermi_statistics:
            supply = np.log1p(np.exp((e_fermi - en) / kT))
        else:
            supply = np.exp(-en / kT)
        log_j.append(np.log(trapezoid(
            np.exp(-action_formula(en, b, e00)) * supply, en)))
    return -0.02 / (log_j[1] - log_j[0])


slope_boltzmann, slope_fermi = slope_energy(False), slope_energy(True)
assert abs(slope_boltzmann / e0 - 1) < 0.15  # prefactor varies with bending

# Electron tail at the depletion edge: exponent at the Fermi level, T = 0
s_abrupt = quad(lambda v: np.sqrt((v - e_fermi_zero) / v),
                e_fermi_zero, BENDING)[0] / e00
s_tail = quad(lambda v: np.sqrt((v - e_fermi_zero)
                                / (v - 0.4 * e_fermi_zero)),
              e_fermi_zero, BENDING)[0] / e00

# Image force on the barrier top and on the exponent at the dominant energy
width = width_formula(N, EPS_R, BENDING)
field = 2 * BENDING / width * 10             # V/nm to MV/cm
EPS_OPT = 4.5


def with_image(eps_image):
    x = np.linspace(1e-4, width, 200001)
    v = (charge_curvature(N, EPS_R) * (width - x)**2 / 2
         - q / (16 * np.pi * eps_image * eps0) * 1e9 / x)
    kappa = np.sqrt(np.maximum(v - e_peak, 0) * MASS / KINETIC)
    return BENDING - v.max(), 2 * trapezoid(kappa, x)


drop_static, s_static = with_image(EPS_R)
drop_opt, s_opt = with_image(EPS_OPT)
spacing = (N * 1e-21)**(-1 / 3)
donors = N * 1e-21 * width**3
FIELD_BREAKDOWN = 5.0                        # rough size for such oxides


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("donor density N", N, "cm^-3")
show("mass", MASS, "m0")
show("relative permittivity", EPS_R)
show("band bending", BENDING, "eV")
show("temperature", T, "K")
show("N in SI", N * 1e6, "m^-3")
show("permittivity", EPS_R * eps0, "F/m")
show("electron mass", m0, "kg")
show("hbar", hbar, "J s")
show("elementary charge", q, "C")
show("frequency omega", 2 * e00 * q / hbar, "rad/s")
show("E00", e00 * q, "J")
show("E00", e00 * 1e3, "meV")
show("oscillator ground state, grid",
     oscillator_ground_state(N, MASS, EPS_R) * 1e3, "meV")
show("kT", kT * 1e3, "meV")
show("E00/kT", e00 / kT)
show("depletion width", width, "nm")
show("interface field", field, "MV/cm")
show("exponent at E=0, formula", BENDING / e00)
show("exponent at E=0, integrated",
     poisson_and_action(N, MASS, EPS_R, BENDING, 0.0)[2])
show("dominant energy, Boltzmann", e_peak * 1e3, "meV")
show("E0 at 300 K", e0 * 1e3, "meV")
show("bending/E0 at 300 K", BENDING / e0)
show("WKB exponent at dominant energy", s_peak)
show("WKB exponential there", t_wkb, "", 3)
show("metal band bottom below bulk edge", METAL_DEPTH, "eV")
show("wave-solution transmission there", t_exact, "", 3)
show("lower donor density", N_LOW, "cm^-3")
show("E00 at lower density",
     e00_formula(N_LOW, MASS, EPS_R) * 1e3, "meV")
show("E0 at lower density", e0_low * 1e3, "meV")
show("exponential factor ratio, high/low N", switch_ratio, "", 3)
show("Fermi energy at 300 K", e_fermi * 1e3, "meV", 3)
show("Fermi energy at 0 K", e_fermi_zero * 1e3, "meV", 3)
show("slope energy, Boltzmann current", slope_boltzmann * 1e3, "meV", 3)
show("slope energy, Fermi current", slope_fermi * 1e3, "meV", 3)
show("Fermi-level exponent, abrupt edge", s_abrupt, "", 3)
show("Fermi-level exponent, electron tail", s_tail, "", 3)
show("image lowering, static permittivity", drop_static, "eV", 2)
show("exponent with static image force", s_static, "", 3)
show("rough optical permittivity", EPS_OPT)
show("image lowering, optical permittivity", drop_opt, "eV", 2)
show("exponent with optical image force", s_opt, "", 3)
show("mean donor spacing", spacing, "nm", 3)
show("donors in cube of side W", donors, "", 2)
show("relative counting fluctuation of N", donors**-0.5, "", 2)
show("resulting relative change of E00", donors**-0.5 / 2, "", 2)
show("E00 for mass 0.3 m0", e00_formula(N, 0.3, EPS_R) * 1e3, "meV", 3)
show("E0 at 358 K", e0_hot * 1e3, "meV", 3)
show("rough breakdown field", FIELD_BREAKDOWN, "MV/cm", 1)
show("interface field/breakdown field", field / FIELD_BREAKDOWN, "", 2)
print("all assertions hold")
```

It prints:

```
donor density N: 1e+20 cm^-3
mass: 1 m0
relative permittivity: 25
band bending: 0.5 eV
temperature: 300 K
N in SI: 1e+26 m^-3
permittivity: 2.214e-10 F/m
electron mass: 9.109e-31 kg
hbar: 1.055e-34 J s
elementary charge: 1.602e-19 C
frequency omega: 1.128e+14 rad/s
E00: 5.949e-21 J
E00: 37.13 meV
oscillator ground state, grid: 37.13 meV
kT: 25.85 meV
E00/kT: 1.436
depletion width: 3.717 nm
interface field: 2.69 MV/cm
exponent at E=0, formula: 13.47
exponent at E=0, integrated: 13.47
dominant energy, Boltzmann: 101.3 meV
E0 at 300 K: 41.58 meV
bending/E0 at 300 K: 12.02
WKB exponent at dominant energy: 8.105
WKB exponential there: 0.000302
metal band bottom below bulk edge: 5 eV
wave-solution transmission there: 0.000303
lower donor density: 1e+19 cm^-3
E00 at lower density: 11.74 meV
E0 at lower density: 27.61 meV
exponential factor ratio, high/low N: 441
Fermi energy at 300 K: 70.3 meV
Fermi energy at 0 K: 78.6 meV
slope energy, Boltzmann current: 43.6 meV
slope energy, Fermi current: 44.6 meV
Fermi-level exponent, abrupt edge: 9.03
Fermi-level exponent, electron tail: 9.66
image lowering, static permittivity: 0.12 eV
exponent with static image force: 7.13
rough optical permittivity: 4.5
image lowering, optical permittivity: 0.28 eV
exponent with optical image force: 3.78
mean donor spacing: 2.15 nm
donors in cube of side W: 5.1
relative counting fluctuation of N: 0.44
resulting relative change of E00: 0.22
E00 for mass 0.3 m0: 67.8 meV
E0 at 358 K: 44.5 meV
rough breakdown field: 5 MV/cm
interface field/breakdown field: 0.54
all assertions hold
```
